# The logarithmic dispersion law between undoped graphene and a two-dimensional metal

Take two identical sheets of mobile electrons, each of areal density $n$ and mass $m$, a distance $D$ apart, and consider one wavevector $q$ along the sheets. In Hartree atomic units the Coulomb interaction is $V=2\pi/q$ within a sheet and $Ve^{-qD}$ between sheets. If the electrons respond as free charges, Newton's law and charge conservation give for the density waves

$$
\omega^2\rho_1=\omega_p^2(\rho_1+e^{-qD}\rho_2),\qquad
\omega^2\rho_2=\omega_p^2(\rho_2+e^{-qD}\rho_1),\qquad
\omega_p^2=\frac{2\pi nq}{m}.
$$

The sum and difference of the two waves oscillate at $\omega_\pm=\omega_p\sqrt{1\pm e^{-qD}}$. The coupling therefore changes the zero-point energy by

$$
\tfrac12(\omega_++\omega_--2\omega_p)
=\tfrac12\omega_p\left[\sqrt{1+e^{-qD}}+\sqrt{1-e^{-qD}}-2\right]<0 .
$$

Summing over $q$ with the measure $q\,dq/(2\pi)$ and setting $q=p/D$ produces $D^{-2}$ from the measure and $D^{-1/2}$ from $\omega_p\propto\sqrt q$. Two such metals attract with an energy per area proportional to $D^{-5/2}$.

The same shift can be written as an integral over imaginary frequency $iu$. Since $\int_0^\infty du\,\ln[(u^2+a^2)/(u^2+b^2)]=\pi(a-b)$ for positive $a,b$,

$$
\tfrac12(\omega_++\omega_--2\omega_p)
=\frac1{2\pi}\int_0^\infty du\,\ln\left(1-R_m^2e^{-2qD}\right),\qquad
R_m=\frac{\omega_p^2}{u^2+\omega_p^2}.
$$

Here $R_m$ measures how completely a sheet screens a potential wave: it is near 1 for $u\ll\omega_p$ and falls as $u^{-2}$ above. This form survives when one sheet has no plasmon of its own, as is the case for undoped graphene.

To show this, let the two layers have non-interacting density responses $\chi_1,\chi_2$, forming a diagonal matrix $\chi_0$; the absence of off-diagonal elements means that no electrons tunnel. Let $\mathbf V$ be the $2\times2$ Coulomb matrix. Multiplying the interaction by $\lambda$, integrating its expectation value from $\lambda=0$ to 1, and expressing density fluctuations through the response gives the correlation energy per area at zero temperature,

$$
E_c=-\frac1{2\pi}\int\!\frac{d^2q}{(2\pi)^2}\int_0^\infty\!du\int_0^1\!d\lambda\;
\mathrm{tr}\,[\mathbf V(\chi_\lambda-\chi_0)].
$$

The random-phase approximation (RPA) sets $\chi_\lambda=(1-\lambda\chi_0\mathbf V)^{-1}\chi_0$. Because $\frac{d}{d\lambda}\ln\det(1-\lambda\chi_0\mathbf V)=-\mathrm{tr}[\mathbf V\chi_\lambda]$, the $\lambda$ integral yields $\ln\det(1-\chi_0\mathbf V)+\mathrm{tr}[\mathbf V\chi_0]$ inside $\frac1{2\pi}\int du$. The trace contains only intralayer terms and does not depend on $D$. The determinant is

$$
(1-V\chi_1)(1-V\chi_2)-V^2\chi_1\chi_2e^{-2qD}.
$$

Dividing by its value at infinite separation, and using $d^2q=2\pi q\,dq$, gives the interaction energy

$$
E(D)=\frac1{4\pi^2}\int_0^\infty q\,dq\int_0^\infty du\,
\ln\left(1-R_gR_mx\right),\quad x=e^{-2qD},\quad
R=\frac{-V\chi}{1-V\chi}. \tag{1}
$$

The layers are taken as uniform and neutral, so the mean electrostatic energy adds no $D$ dependence. The interaction is instantaneous; retardation is considered below.

For graphene, take four identical Dirac cones (two spins, two valleys) of velocity $v$, with the Fermi level at the crossing point. Only transitions from the lower to the upper cone contribute. With $k'=|\mathbf k+\mathbf q|$, $\theta$ the angle between $\mathbf k$ and $\mathbf k+\mathbf q$, and $\Delta=v(k+k')$,

$$
\chi_g=-4\int\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\theta}{2}\,\frac{2\Delta}{\Delta^2+u^2}.
$$

The fraction $(1-\cos\theta)/2$ is the squared overlap of the two spinors. Elliptic coordinates, $k+k'=q\cosh\mu$ and $k-k'=q\cos\nu$, have area element $d^2k=kk'\,d\mu\,d\nu$, with $kk'=\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)$. The law of cosines gives

$$
1-\cos\theta=\frac{q^2-(k-k')^2}{2kk'}=\frac{q^2\sin^2\nu}{2kk'},
$$

so $kk'$ cancels and $\frac{1-\cos\theta}2d^2k=\frac{q^2}4\sin^2\nu\,d\mu\,d\nu$. The integral over $0<\nu<2\pi$ gives $\pi$. With $\sigma=\sinh\mu$ the other integral is

$$
\int_0^\infty\frac{2vq\,d\sigma}{v^2q^2\sigma^2+v^2q^2+u^2}=\frac{\pi}{\sqrt{u^2+v^2q^2}} .
$$

Collecting $-\frac{4}{4\pi^2}\cdot\frac{q^2}{4}\cdot\pi\cdot\pi$ leads to

$$
\chi_g=-\frac{q^2}{4\sqrt{u^2+v^2q^2}},\qquad
R_g=\frac{G}{\sqrt{u^2+v^2q^2}+G},\qquad G=\frac{\pi q}{2}. \tag{2}
$$

A direct sum over transitions at $v=0.45$, $q=0.3$, $u=0.2$ reproduces the formula's value $-0.093245$. At high frequency $R_g\simeq G/u$. This slow $1/u$ tail is the graphene half of the logarithm.

For the metal, the occupied states fill a disc of radius $k_F=\sqrt{2\pi n}$, and $v_F=k_F/m$. With $\Delta=q^2/(2m)+kq\cos\phi/m$ and two spins,

$$
\chi_m=-2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{2\Delta}{\Delta^2+u^2}
=-4\,\mathrm{Re}\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac1{\Delta+iu}.
$$

Put $A=q^2/(2m)+iu$. The angular integral gives $2\pi/\sqrt{A^2-k^2q^2/m^2}$, with the root of positive real part, and the radial one is

$$
\int_0^{k_F}\!\frac{k\,dk}{\sqrt{A^2-k^2q^2/m^2}}
=\frac{m^2}{q^2}\left[A-\sqrt{A^2-v_F^2q^2}\right]
=\frac{k_F^2}{A+\sqrt{A^2-v_F^2q^2}} .
$$

Hence

$$
\chi_m=-\frac{2k_F^2}{\pi}\,\mathrm{Re}\,\frac{1}{A+\sqrt{A^2-v_F^2q^2}} .
$$

At long wavelength the real part of $A$ is small. At $A=iu$ the fraction is purely imaginary, so the first contribution is its derivative times $q^2/(2m)$:

$$
\chi_m\simeq-\frac m\pi\left[1-\frac{u}{\sqrt{u^2+v_F^2q^2}}\right].
$$

For $u\gg v_Fq$ the bracket is $v_F^2q^2/(2u^2)$, so $\chi_m\simeq-nq^2/(mu^2)$ and $R_m$ returns to the free-charge form of the opening case. For $u\sim v_Fq$, where electrons moving with the wave matter, $-V\chi_m$ is of order $m/q$, and $1-R_m$ is of order $q/m$. The metal is then an almost perfect screen whatever the detail of its response.

The two layers now have very different frequency scales. At large $D$ the factor $e^{-2qD}$ restricts $q$ to order $1/D$. Graphene's reflection begins to fall when $u$ exceeds both $vq$ and $\pi q/2$; their sum is a convenient marker. The metal keeps screening up to $\omega_p\propto\sqrt q$, which is much higher at small $q$. In the window

$$
\left(v+\frac\pi2\right)q\;\ll\;u\;\ll\;\omega_p(q),\qquad q\sim\frac1D, \tag{3}
$$

$R_m\simeq1$ and $R_g\simeq\pi q/(2u)\ll1$, so

$$
-\ln(1-R_gR_mx)\simeq\frac{\pi q}{2u}e^{-2qD}.
$$

Each factor of ten in $u$ inside the window contributes equally, and $\int du/u$ gives $\ln(\omega_p/q)$ plus a constant. Since $\omega_p/q\propto q^{-1/2}$, this logarithm grows as $\frac12\ln D$. Inserting it in (1), with $\int_0^\infty q^2e^{-2qD}dq=1/(4D^3)$,

$$
E\simeq-\frac1{4\pi^2}\cdot\frac\pi2\cdot\frac1{4D^3}\cdot\frac12\ln D
=-\frac{\ln D}{64\pi D^3}.
$$

The length that makes the logarithm's argument dimensionless requires the edges of the window. Choose a frequency $U$ well inside it. Below $U$ put $R_m=1$, $u=vqs$ and $g=G/(vq)=\pi/(2v)$:

$$
-\int_0^U\!du\,\ln(1-xR_g)
=vq\int_0^{U/vq}\!ds\,\ln\frac{\sqrt{1+s^2}+g}{\sqrt{1+s^2}+g(1-x)} .
$$

This is $vq[F(g)-F(g(1-x))]$ with $F(a)=\int ds\ln(\sqrt{1+s^2}+a)$ over the same range. Differentiating with respect to $a$ and setting $s=\sinh t$, with upper limit $T\simeq\ln(2U/vq)$,

$$
F'(a)=\int_0^T\frac{\cosh t\,dt}{\cosh t+a}
=T-a\int_0^T\frac{dt}{\cosh t+a}
\simeq T-\frac{a\arccos a}{\sqrt{1-a^2}} .
$$

The last integral has been extended to infinity, where $\tau=\tanh(t/2)$ turns it into $\int_0^1 2d\tau/[(1+a)+(1-a)\tau^2]$, an arctangent equal to the stated result. Its product with $a$ is the derivative of

$$
H(a)=-\sqrt{1-a^2}\,\arccos a-a,
$$

which for $a>1$ continues to $\sqrt{a^2-1}\,\mathrm{arcosh}\,a-a$. The low part is therefore $vq\{gx\ln(2U/vq)-H(g)+H(g(1-x))\}$. Above $U$, graphene reflects weakly, and to first order

$$
xG\int_U^\infty\frac{du}{u}\frac{\omega_p^2}{u^2+\omega_p^2}
=\frac{xG}{2}\ln\left(1+\frac{\omega_p^2}{U^2}\right)\simeq xG\ln\frac{\omega_p}{U}.
$$

Because $G=vqg$, the arbitrary $U$ cancels in the sum:

$$
I(q)=vq\left\{gx\ln\frac{2\omega_p}{vq}-H(g)+H(g(1-x))\right\}. \tag{4}
$$

It is convenient to use the reduced energy $S=-64\pi D^3E=\frac{16D^3}{\pi}\int q\,I\,dq$. With $y=2qD$, one has $(2\omega_p/vq)^2=16\pi nD/(mv^2y)$, and the logarithmic term gives

$$
\frac12\int_0^\infty\!y^2e^{-y}\left[\ln\frac{16\pi nD}{mv^2}-\ln y\right]dy
=\ln\frac{16\pi nD}{mv^2}-\frac32+\gamma .
$$

Here $\int y^2e^{-y}\ln y\,dy=\Gamma'(3)=3-2\gamma$, with $\gamma$ Euler's constant. The $H$ terms carry the factor $2v/\pi=1/g$ and subtract

$$
J(g)=\frac1g\int_0^\infty y^2\left[H(g)-H\big(g(1-e^{-y})\big)\right]dy .
$$

The leading law is thus

$$
E(D)\simeq-\frac{1}{64\pi D^3}\ln\frac D{D_0},\qquad
D_0=\frac{mv^2}{16\pi n}\exp\left[\frac32-\gamma+J(g)\right]. \tag{5}
$$

In Gaussian units the prefactor is $e^2/(64\pi)$ for layers in vacuum; a uniform surrounding medium of frequency-independent dielectric constant $\epsilon$ divides $V$, and with it $G$ and $\omega_p^2$, by $\epsilon$, which changes $D_0$ and divides the prefactor by $\epsilon$. Neither $v$, $n$ nor $m$ enters it: the velocity has dropped out of graphene's high-frequency response, and the metal's parameters affect only where the window ends. They enter through $D_0$.

The dependence of $D_0$ on $v$ is weaker than its prefactor suggests. For $v\ll\pi/2$, $g$ is large and $H(a)\simeq a\ln(2a)-a$, so the bracket in $J$ divided by $g$ becomes $x\ln(2g)-x-(1-x)\ln(1-x)$, now with $x=e^{-y}$. Expanding $-(1-x)\ln(1-x)=x-\sum_{k\ge2}x^k/[k(k-1)]$ and using $\int y^2x^kdy=2/k^3$,

$$
J\simeq2\ln\frac\pi v-2\sum_{k=2}^{\infty}\frac1{k^4(k-1)} .
$$

The factor $e^J\propto v^{-2}$ cancels $v^2$, and $D_0$ tends to a $v$-independent length proportional to $m/n$. In this limit the lower edge of the window is set by graphene's own screening, at $u\sim\pi q/2$, and not by the cone velocity.

The approach to (5) is slow enough to need the next term. In the high region, expand $-\ln(1-z)=z+z^2/2$ with $z=xR_gR_m$ and $R_g=G/u-G^2/u^2$. The terms in $G^2$ with $R_m=1$ are already in the low part, whose convergent integral was extended to infinity. What remains is finite at small $u$, and the stretch below $U\ll\omega_p$ contributes negligibly, so the lower limit can be set to zero:

$$
\delta I=G^2\int_0^\infty\frac{du}{u^2}\left[x(1-R_m)-\frac{x^2}2(1-R_m^2)\right].
$$

Now $(1-R_m)/u^2=1/(u^2+\omega_p^2)$ integrates to $\pi/(2\omega_p)$. Since $1-R_m^2=(1-R_m)(1+R_m)$, the second integral is $\pi/(2\omega_p)+\pi/(4\omega_p)=3\pi/(4\omega_p)$. Thus

$$
\delta I=\frac{\pi G^2}{\omega_p}\left(\frac x2-\frac{3x^2}8\right).
$$

Inserting $G=\pi q/2$ and $\omega_p=\sqrt{2\pi nq/m}$ in $S$ leaves integrals of $q^{5/2}$ against $e^{-2qD}$ and $e^{-4qD}$, so that

$$
S=\ln\frac D{D_0}+\frac{c_1}{\sqrt D}+\cdots,\quad
c_1=4\pi^2\sqrt{\frac m{2\pi n}}\;\Gamma\!\left(\tfrac72\right)
\left[\frac{2^{-7/2}}2-\frac{3\cdot4^{-7/2}}8\right]. \tag{6}
$$

The corrections to the free-charge form of $R_m$ are of relative order $q$, up to a logarithm from the window, so they do not alter $D_0$ or $c_1$. The numerical comparison supports this: replacing the full metal response by the free-charge one changes $S$ by $4.8\times10^{-4}$ at $D=10^4$ bohr and by $9.6\times10^{-6}$ at $10^6$ bohr, a much faster decrease than $D^{-1/2}$.

For a worked case take the round values $v=0.45$, $n=0.01$ bohr$^{-2}$ and $m=1$. Then $g=\pi/0.90=3.491$ and $J=3.886$. The prefactor of $D_0$ is $0.2025/(0.16\pi)=0.403$ bohr and the exponent is $1.5-0.577+3.886=4.809$, giving $D_0=49.4$ bohr, or 2.61 nm. Halving $v$ lowers $D_0$ only to 45.1 bohr, although $v^2$ falls by a factor of four, in keeping with the small-$v$ limit. The correction coefficient is $c_1=21.6$ bohr$^{1/2}$.

At $D=1000$ bohr the logarithm is $\ln(1000/49.4)=3.01$. The correction adds $21.6/\sqrt{1000}=0.68$, for a total of 3.69. The full double integral (1), with the complete metal response, gives $S=3.52$, so

$$
E=-\frac{4.974\times10^{-3}\times3.517}{10^9}
=-1.75\times10^{-11}\ \text{hartree/bohr}^2,
$$

or $-2.72\times10^{-8}$ J/m$^2$. Relative to the full result, the bare logarithm is 14% too small in magnitude and the corrected law 5% too large. At $10^4$ bohr these errors shrink to 3.4% and 0.5%. At 100 bohr neither form is useful: the full $S$ is 1.91, against 0.71 and 2.87. The condition for the law is therefore not just $D>D_0$; the correction $c_1/\sqrt D$ must also be small compared with the logarithm.

Splitting the frequency integral at $u=(v+\pi/2)q$ and $u=\omega_p(q)$ tests the origin of the logarithm. From $D=10^6$ to $10^8$ bohr the contribution to $S$ from below the window stays at 1.609 and that from above moves only from 0.690 to 0.693. The latter has the limit $\ln2$: the first-order integral from $\omega_p$ upward is $\frac12xG\ln2$, and the $q$ integral doubles the factor $\frac12$. The window's share rises from 7.638 to 12.222, by 4.583, close to $\ln100=4.605$. These largest distances test the asymptotics of the instantaneous model; they are not predictions for real layers.

The logarithm also changes the local power. Writing $|E|\propto D^{-p}$ locally,

$$
p=3-\frac{d\ln S}{d\ln D}\simeq3-\frac1{\ln(D/D_0)} .
$$

The second form is the leading estimate. The full integral gives $p=2.77$, 2.83 and 2.87 at $10^3$, $10^4$ and $10^5$ bohr. A power fitted within this range of distances would thus fall between the metal–metal value $5/2$ and 3, without signalling a separate power law.

The window also shows where the law fails. Its upper edge must lie in the energy range where graphene's bands are linear. For $q=1/D$ at 1000 bohr, the window runs from $2.0\times10^{-3}$ to $7.9\times10^{-3}$ hartree, a factor of only four, which explains why constants and corrections still matter there. Even with the upper edge in the linear range, transitions outside the cones, such as those of the $\sigma$ bands, add a term $-\alpha q^2$ to $\chi_g$ and hence $2\pi\alpha q$ to $R_g$. Integrated against $R_m$ this gives $\delta I=\pi^2\alpha q\,\omega_p x$, an energy of order $D^{-7/2}$. It leaves the prefactor and $D_0$ unchanged but adds $16\pi\alpha\sqrt{2\pi n/m}\,\Gamma(\tfrac72)\,2^{-7/2}$ to $c_1$, here 3.7 bohr$^{1/2}$ for each bohr of $\alpha$. The value $c_1=21.6$ bohr$^{1/2}$ and the accuracies quoted with it therefore belong to bare cones.

At large distance, retardation becomes important when $\omega_p(q)$ reaches $cq$. With $q=1/D$ this occurs at $D\sim mc^2/(2\pi n)=3.0\times10^5$ bohr here. Beyond it the instantaneous calculation is no longer justified. If the cutoff becomes of order $cq$, both window edges scale as $q$ and the logarithm stops growing; this last statement is an estimate, not a retarded calculation.

Scattering in the metal has a similar effect. With a relaxation time $\tau$ the local response gives $R_m=\omega_p^2/(u^2+u/\tau+\omega_p^2)$. Once $\omega_p\tau\ll1$, screening ends near $u=\omega_p^2\tau=2\pi n\tau q/m$, again proportional to $q$. Growth of the logarithm therefore requires $D\ll2\pi n\tau^2/m$.

Temperature and residual doping act at the lower edge, because both put mobile carriers into graphene and spoil (2). Temperature also replaces the integral over $u$ by a sum over multiples of $2\pi k_BT$, which must be finely spaced on the scale of the lower edge. The thermal energy must be small compared with $v/D$. At 300 K the two are equal at $D=474$ bohr, so the zero-temperature energy quoted at 1000 bohr applies to a colder system. Likewise, the Fermi wavevector of any residual doping must be small compared with $1/D$.

Finally, (5) is the RPA result for bare Dirac cones. Interactions beyond RPA modify the cone velocity and the interband response, and their effect on the reflection inside the window is not included in the coefficient $1/(64\pi)$. The numerical output gives the remaining distances and the comparison for a second set of parameters, where the reduced energy between $10^8$ and $10^{10}$ bohr again grows with unit slope in $\ln D$ to within 0.1%.

## Values computed for the example and the checks

```
v=0.45, n=0.01: dS/dlnD from 1e8 to 1e10 bohr = 0.99958
v=0.3, n=0.002: dS/dlnD from 1e8 to 1e10 bohr = 0.99906
v = 0.45 a.u., n = 0.01 bohr^-2, m = 1.0 electron masses
metal Fermi wavevector = 0.2507 bohr^-1
graphene chi0 (q=0.3,u=0.2): sum -0.093245, formula -0.093245 a.u.
metal chi0 (q=0.1,u=0.03): sum -0.073226, formula -0.073226 a.u.
layer log: coupling integral -0.20340115, formula -0.20340115
plasmon shift / wp: modes -0.03356637, integral -0.03356637
g = 3.4907, J(g) = 3.8862
prefactor 1/(64 pi) = 4.973592e-03 hartree bohr
D0 = 49.396 bohr = 2.614 nm
D0 with v halved = 45.122 bohr
c1 = 21.598 bohr^(1/2)
D (bohr) | S full RPA | ln(D/D0) | ln(D/D0)+c1/sqrt(D) | E (hartree/bohr^2)
1e+02 | 1.91429 | 0.70531 | 2.86515 | -9.5209e-09
1e+03 | 3.51745 | 3.00789 | 3.69090 | -1.7494e-11
1e+04 | 5.49922 | 5.31048 | 5.52646 | -2.7351e-14
1e+05 | 7.67754 | 7.61306 | 7.68136 | -3.8185e-17
1e+06 | 9.93675 | 9.91565 | 9.93725 | -4.9421e-20
1e+08 | 14.52297 | 14.52082 | 14.52298 | -7.2231e-26
E at 1000 bohr = -2.7237e-08 J/m^2
S shares at D=1e+04 bohr: low 1.6041, window 3.2315, high 0.6636
S shares at D=1e+06 bohr: low 1.6086, window 7.6381, high 0.6901
S shares at D=1e+08 bohr: low 1.6086, window 12.2215, high 0.6928
share changes 1e6 to 1e8: 0.00005, 4.58339, 0.00279
ln 100 = 4.60517, ln 2 = 0.69315
mid-window integrand / (pi q x/2u) at D=1e8 bohr, q=1/D: 0.9790
S(Lindhard)-S(Drude): -4.771e-04 at 1e4, -9.636e-06 at 1e6 bohr
D=1e+03 bohr, q=1/D: window 2.021e-03 to 7.927e-03 hartree; exponent 2.7746
D=1e+04 bohr, q=1/D: window 2.021e-04 to 2.507e-03 hartree; exponent 2.8337
D=1e+05 bohr, q=1/D: window 2.021e-05 to 7.927e-04 hartree; exponent 2.8738
exponent at 1e6 bohr: full 2.90041, law 2.90046
retardation scale m c^2/(2 pi n) = 2.989e+05 bohr
thermal scale v/(kT) at 300 K = 473.7 bohr
```
